# Magnetic Quenching and Width-Induced Zeeman Shift of Triplet Positronium

A calculation of positronium in a magnetic field must settle at the outset whether the annihilation widths go into the Zeeman matrix before it is diagonalized, or are attached afterwards to the states of a width-free matrix. For the lifetime of the $m=0$ triplet state the second procedure errs by a fraction of at most about $10^{-5}$, as shown below. For a hyperfine interval inferred from a Zeeman line at the level of a few parts per million, in fields up to a few tesla, it is not sufficient, because the widths also move the pole and make the line asymmetric. The quenching and the displacement of the pole follow from one complex square root.

Consider positronium at rest in its $n=1$ level, in a uniform field $B$ along $z$. Hartree atomic units are used, so $\hbar=1$ and a width in hartree is also a decay rate per atomic unit of time. Let $\Delta=E_T-E_S>0$ be the triplet–singlet splitting without field, and $\Gamma_T<\Gamma_S$ the two zero-field widths. Motional electric fields, diamagnetic energies and any change of the decay operator by the field are omitted.

The widths enter through the elimination of the photon states. Let $c_a$ be the amplitudes of the spin states and $b_k$ those of the photon states, with energies $\omega_k$ and couplings $g_{ak}$:

$$i\dot c_a=\sum_b H_{ab}c_b+\sum_k g_{ak}b_k,\qquad i\dot b_k=\omega_k b_k+\sum_b g_{bk}^*c_b .$$

With no photons at $t=0$, the second equation integrates to

$$b_k(t)=-i\int_0^t e^{-i\omega_k(t-t')}\sum_b g_{bk}^*c_b(t')\,dt' .$$

Inserted in the first, this produces the memory kernel $K_{ab}(\tau)=\sum_k g_{ak}g_{bk}^*e^{-i\omega_k\tau}$. The annihilation photons share an energy near $2mc^2$, about $10^9$ times the splitting, so the coupling strength can be taken as constant over the energies that matter:

$$\sum_k g_{ak}g_{bk}^*\,\delta(\omega-\omega_k)=\frac{\Gamma_{ab}}{2\pi}\quad\Rightarrow\quad K_{ab}(\tau)=\Gamma_{ab}\,\delta(\tau).$$

The time integral ends at $t'=t$ and takes half of the delta function. The result is $i\dot c=(H-\tfrac{i}{2}\hat\Gamma)c$. Real level shifts caused by the photon states are understood to be included in $E_T$ and $E_S$.

The matrix $\hat\Gamma$ could in principle connect singlet and triplet. Summed over all photon directions and polarizations, however, it is unchanged by rotations, and in an S state the total angular momentum is the total spin. Hence $\hat\Gamma$ commutes with $\mathbf S^2$, whose eigenvalues are 2 and 0 for triplet and singlet, and

$$0=\langle T_0|[\mathbf S^2,\hat\Gamma]|S\rangle=(2-0)\langle T_0|\hat\Gamma|S\rangle .$$

Commutation with the spin ladder operators makes the width the same for all three triplet states. Therefore $\hat\Gamma=\Gamma_SP_S+\Gamma_TP_T$, with $P_S$ and $P_T$ the spin projectors.

This matters for the answer. If both states decayed into one common channel with real amplitudes proportional to $\sqrt{\Gamma_S}$ and $\sqrt{\Gamma_T}$, the definition of $\Gamma_{ab}$ would give an additional matrix element $-\tfrac{i}{2}\sqrt{\Gamma_S\Gamma_T}$. Both situations were tested on Hermitian models, in which two levels are coupled to dense sets of discrete states and no width is put in by hand. In each case the $2\times2$ evolution matrix agreed with that of the corresponding effective Hamiltonian to about $10^{-3}$ in absolute value, while sharing the channel changed an element by $0.17$.

The Zeeman coupling follows from the opposite charges. The electron (1) has magnetic moment $-g\mu_B\mathbf s_1$ and the positron (2) has $+g\mu_B\mathbf s_2$, so $-\boldsymbol\mu\cdot\mathbf B$ becomes

$$H_Z=V(s_{1z}-s_{2z}),\qquad V=g\mu_BB .$$

Since $\mu_B=\tfrac12$, the choice $g=2$ makes $V$ numerically equal to $B$. The operator $s_{1z}-s_{2z}$ gives $+1$ on $|\uparrow\downarrow\rangle$, $-1$ on $|\downarrow\uparrow\rangle$, and zero on the two parallel states. Thus

$$H_Z\frac{|\uparrow\downarrow\rangle+|\downarrow\uparrow\rangle}{\sqrt2}=V\,\frac{|\uparrow\downarrow\rangle-|\downarrow\uparrow\rangle}{\sqrt2},$$

that is, $H_Z|T_0\rangle=V|S\rangle$. The $m=\pm1$ states keep their energy and width and serve as the reference for the line.

Put the energy zero at $E_T$. In the order $(T_0,S)$ the $m=0$ matrix is

$$H=\begin{pmatrix}-\tfrac{i}{2}\Gamma_T&V\\ V&-\Delta-\tfrac{i}{2}\Gamma_S\end{pmatrix}
=-\tfrac{i}{2}\Gamma_T+\begin{pmatrix}0&V\\V&-D\end{pmatrix},$$

where

$$D=\Delta+i\gamma,\qquad \gamma=\tfrac12(\Gamma_S-\Gamma_T).$$

Write an eigenvalue as $\lambda=-\tfrac{i}{2}\Gamma_T+\varphi$. The determinant condition is

$$\varphi(\varphi+D)=V^2,\qquad \varphi_\pm=\tfrac12(-D\pm Q),\qquad Q=\sqrt{D^2+4V^2}.$$

Let $Q=R+iG$ with $R>0$. Squaring and comparing real and imaginary parts gives

$$R^2-G^2=\Delta^2-\gamma^2+4V^2\equiv A,\qquad RG=\Delta\gamma .$$

Elimination of $G=\Delta\gamma/R$ leaves $R^4-AR^2-\Delta^2\gamma^2=0$. One root for $R^2$ is positive:

$$R^2=\tfrac12\left(A+\sqrt{A^2+4\Delta^2\gamma^2}\right).$$

At $V=0$ the inner root is $\Delta^2+\gamma^2$, so $R=\Delta$, $G=\gamma$ and $\varphi_+=0$. The upper sign therefore belongs to the state that grows out of $T_0$. Its eigenvalue is

$$\lambda_+=\tfrac12(R-\Delta)-\tfrac{i}{2}\left(\Gamma_T+\gamma-G\right).$$

An eigenvalue $E-\tfrac{i}{2}\Gamma$ belongs to a probability decaying as $e^{-\Gamma t}$, and so

$$\boxed{\Gamma_+=\Gamma_T+\gamma\left(1-\frac{\Delta}{R}\right),\qquad \tau_+=\frac1{\Gamma_+}}$$

The other state has $\Gamma_-=\Gamma_T+\gamma+G$. The two widths add up to $\Gamma_S+\Gamma_T$ at every field, as the trace of the matrix requires.

How $R$ depends on the field is clearest from the inverse relation. Solving the real-part equation for $4V^2$ and inserting $G$,

$$4V^2=R^2-\Delta^2+\gamma^2-\frac{\Delta^2\gamma^2}{R^2}
=(R^2-\Delta^2)\left(1+\frac{\gamma^2}{R^2}\right).$$

The derivative of the right side with respect to $R^2$ is $1+\Delta^2\gamma^2/R^4>0$. Hence $R$ rises steadily from $\Delta$, and $\Gamma_+$ rises steadily from $\Gamma_T$ towards $\Gamma_T+\gamma=\tfrac12(\Gamma_S+\Gamma_T)$. In the strong-field limit both $m=0$ states share the annihilation rate equally, within a model that keeps only this spin space.

The real part of the upper $m=0$ pole lies above the $m=\pm1$ levels by $f=\tfrac12(R-\Delta)$. This is called the line energy below; it is a property of the pole, and it is not the centre of a driven resonance, as shown later. Without widths $R$ would be $R_0=\sqrt{\Delta^2+4V^2}$. Adding $\Delta^2$ to the inverse relation gives

$$R_0^2=R^2+\gamma^2\left(1-\frac{\Delta^2}{R^2}\right).$$

Now use $R^2-R_0^2=(R-R_0)(R+R_0)$ to obtain the shift $\delta=\tfrac12(R-R_0)$:

$$\boxed{\delta=-\frac{\gamma^2}{2(R+R_0)}\left(1-\frac{\Delta^2}{R^2}\right)}$$

It is negative for any nonzero field. The lower $m=0$ level, at $-\tfrac12(\Delta+R)$, moves up by the same amount, so the difference in widths weakens the magnetic repulsion of the two levels. It is the difference that counts: equal widths give $\gamma=0$, with neither quenching nor shift.

The extra decay can be read as singlet admixture. The first row of the eigenvalue equation, for a vector with components $(a,b)$, is $Vb=\varphi_+a$. The singlet weight of the normalized vector is then

$$w=\frac{|b|^2}{|a|^2+|b|^2}=\frac{|\varphi_+|^2}{V^2+|\varphi_+|^2}.$$

Taking the expectation value of $H$ in this vector gives $\lambda_+$. The Hermitian part contributes a real number, so $-2\,\mathrm{Im}\,\lambda_+$ is the expectation value of $\hat\Gamma$:

$$\Gamma_+=(1-w)\Gamma_T+w\Gamma_S .$$

This holds at any damping, provided $w$ is taken from the complex eigenvector. Diagonalizing without widths and attaching them afterwards amounts to replacing $w$ by its value at $\gamma=0$.

For positronium $\gamma\ll\Delta$. Define $x=2V/\Delta$ and $s=\sqrt{1+x^2}$, so that $R_0=\Delta s$. Since $R$ differs from $R_0$ only at order $\gamma^2$, replacing $R$ by $R_0$ on the right sides gives the leading terms

$$\Gamma_+\simeq\Gamma_T+\gamma\left(1-\frac1s\right),\qquad
\delta\simeq-\frac{\gamma^2}{4\Delta s}\left(1-\frac1{s^2}\right)=-\frac{\gamma^2x^2}{4\Delta s^3}.$$

The quenching is of first order in $\gamma$ and the shift of second order. The shift vanishes at zero field, where nothing is mixed, and falls as $-\gamma^2/(8V)$ in strong field, where the factor $1-\Delta^2/R^2$ has saturated at one while the denominator $R+R_0\simeq4V$ keeps growing. In between, with $u=x^2$, the derivative of $u(1+u)^{-3/2}$ vanishes when $1+u=\tfrac32u$, or $x=\sqrt2$. The largest shift is therefore $-\gamma^2/(6\sqrt3\,\Delta)$ at this order.

A second limit, weak field at any ratio $\gamma/\Delta$, shows how the complex splitting acts. For $V\ll|D|$ the determinant condition reduces to $\varphi_+\simeq V^2/D$:

$$\varphi_+\simeq\frac{V^2(\Delta-i\gamma)}{\Delta^2+\gamma^2},\qquad
\Gamma_+-\Gamma_T\simeq\frac{2\gamma V^2}{\Delta^2+\gamma^2}.$$

The width-free line energy would be $V^2/\Delta$. Comparing this with the real part of $\varphi_+$ gives the relative line shift

$$\frac{\Delta^2}{\Delta^2+\gamma^2}-1=-\frac{\gamma^2}{\Delta^2+\gamma^2}.$$

It does not vanish as the field is reduced, because shift and line energy are both proportional to $V^2$. A weaker field does not remove the relative error.

Suppose the pole energy $f$ is known and the splitting is to be inferred from it. Without widths, $f(f+\Delta)=V^2$, and one would infer $\Delta_{\rm app}=V^2/f-f$. With widths the same equation holds for complex quantities. Put $\varphi_+=f-i\eta$, where $\eta=\tfrac12(\Gamma_+-\Gamma_T)$. The real part of $D=V^2/\varphi_+-\varphi_+$ is

$$\Delta=\frac{V^2f}{f^2+\eta^2}-f,\qquad
\Delta_{\rm app}-\Delta=\frac{V^2}{f}\,\frac{\eta^2}{f^2+\eta^2}.$$

The first formula is the corrected inversion, and the second shows that the width-free one, applied to the pole energy, overestimates the splitting. For small $\gamma/\Delta$ the bias also follows from the line shift. At the width-free line energy $f_0=\tfrac12\Delta(s-1)$,

$$\frac{d\Delta_{\rm app}}{df}=-\frac{V^2}{f_0^2}-1=-\frac{f_0+\Delta}{f_0}-1=-\frac{R_0}{f_0}.$$

Multiplying by $\delta$ and using $x^2=(s-1)(s+1)$,

$$\Delta_{\rm app}-\Delta\simeq\frac{2s}{s-1}\,\frac{\gamma^2x^2}{4\Delta s^3}=\frac{\gamma^2(s+1)}{2\Delta s^2},$$

which tends to $\gamma^2/\Delta$ in weak field.

For numbers, take the leading-order QED values

$$\Delta=\frac{7\alpha^2}{12},\qquad \Gamma_S=\frac{\alpha^3}{2},\qquad \Gamma_T=\frac{2(\pi^2-9)}{9\pi}\alpha^4,$$

together with $g=2$. These are inputs, not derived here. Their radiative corrections are left out, so the results are those of a leading-order model; further digits below serve to follow the arithmetic. The inputs are $\Delta=3.1063\times10^{-5}$, $\Gamma_S=1.9430\times10^{-7}$ and $\Gamma_T=1.7443\times10^{-10}$ hartree, which give $\gamma=9.7061\times10^{-8}$ hartree and $(\gamma/\Delta)^2=9.76\times10^{-6}$.

At $B=4\times10^{-6}$ atomic units, about $0.94$ T, one has $x=0.2575$, $s=1.0326$ and $1-1/s=0.03160$. The width in hartree is

$$\Gamma_+\simeq1.744\times10^{-10}+9.7061\times10^{-8}\times0.03160=3.242\times10^{-9}.$$

The lifetime falls from about 139 ns to 7.5 ns (with measured splitting, rates and $g$ factor these become 142 ns and 7.4 ns). A singlet weight of only $1.58\%$ does this, because the singlet decays about a thousand times faster than the triplet. The small-damping width exceeds the full one by a fraction $8\times10^{-6}$, and a similar bound holds at any field. The excess is $\gamma\Delta(R_0-R)/(RR_0)\simeq2\gamma|\delta|/(\Delta s^2)=\gamma^3x^2/(2\Delta^2s^5)$. Divided by the added width $\gamma(1-1/s)$, it becomes $(\gamma/\Delta)^2(s+1)/(2s^4)$, which never exceeds $(\gamma/\Delta)^2\approx10^{-5}$. For the lifetime the widths may therefore be attached after diagonalization.

The shift in hartree at the same field is

$$\delta\simeq-\frac{(9.7061\times10^{-8})^2(0.2575)^2}{4(3.1063\times10^{-5})(1.0326)^3}=-4.57\times10^{-12},$$

or about $-30$ kHz. This is $-9.0\times10^{-6}$ of the line energy $f=5.068\times10^{-7}$ hartree. The splitting inferred from the pole energy is affected much more in absolute terms, because the factor $R_0/f$ is about 63. Its bias is $2.89\times10^{-10}$ hartree, or 1.9 MHz, which is $9.3\times10^{-6}$ of $\Delta$. This sets the scale of the width effect, so an analysis aiming at a few parts per million must keep the widths in the matrix. The bias just derived is not, however, a correction to be subtracted from a measured line centre, for the reason given in the next paragraph.

The same analysis needs an accurate $V$. At fixed $f$, a small relative error $\epsilon$ in $V$ changes $\Delta_{\rm app}$ by $2\epsilon V^2/f\simeq2\epsilon(f+\Delta)$. An error of 5 parts per million in $V$ is thus as large as the whole width effect, and $g=2$ is too crude for that purpose. Moreover, $\delta$ is the displacement of a pole, and a driven line is not centred on the pole even when the drive is arbitrarily weak. A transverse oscillating field acts through $s_{1x}-s_{2x}$, which couples the $m=\pm1$ states to $S$. Neglect $\Gamma_T$, and let $M$ be the matrix with entries $0,V,V,-D$. The rate at which a weak drive of frequency $\omega$ empties the $m=\pm1$ states is then proportional to

$$-\mathrm{Im}\,\langle S|(\omega-M)^{-1}|S\rangle=-\mathrm{Im}\,\frac{1}{\omega+D-V^2/\omega}=\frac{\gamma}{(\omega+\Delta-V^2/\omega)^2+\gamma^2}.$$

The peak lies where $\omega(\omega+\Delta)=V^2$, exactly at the width-free energy $f_0$: the phase of the complex residue cancels the displacement of the pole. The half-maximum points solve $\omega(\omega+\Delta\mp\gamma)=V^2$, and their mean is $f_0+V^2\gamma^2/R_0^3=f_0+|\delta|$ at leading order, on the side opposite to the pole. A splitting inferred from that centre without widths is too low by as much as the pole value is too high. A finite $\Gamma_T$ and a finite drive power change these positions further, so a measured line has to be fitted with a line shape computed from the complex matrix.

Other fields show the two regimes. At $B=10^{-6}$ atomic units the added width $\Gamma_+-\Gamma_T$ is $2.006\times10^{-10}$ hartree. At four times that field it is $3.067\times10^{-9}$ hartree, larger by a factor 15.3 where the quadratic law would give 16. At $B=2\times10^{-5}$ the width is $3.77\times10^{-8}$ hartree, or 39% of the strong-field limit. The largest shift, about $-0.19$ MHz, was found numerically at $x=1.414$.

The field that doubles the triplet decay rate follows from $\Gamma_+=2\Gamma_T$. This requires $\gamma(1-\Delta/R)=\Gamma_T$, hence $R=\Delta\gamma/(\gamma-\Gamma_T)$, and the inverse relation then supplies $V$. A solution exists only for $\gamma>\Gamma_T$, since otherwise the strong-field limit lies too low. Here the field is $9.32\times10^{-7}$ atomic units, or 0.22 T.

The lifetime $1/\Gamma_+$ belongs to an eigenstate, whereas atoms prepared in $T_0$ occupy both eigenstates. The projector on the upper one is $(M-\varphi_-)/(\varphi_+-\varphi_-)$, where $M$ is the matrix with entries $0,V,V,-D$. Its $T_0T_0$ element is $-\varphi_-/Q=\tfrac12(1+D/Q)$, and the two projectors add up to one. The amplitude for finding $T_0$ again is therefore

$$\langle T_0|e^{-iHt}|T_0\rangle=\tfrac12\left(1+\frac DQ\right)e^{-i\lambda_+t}+\tfrac12\left(1-\frac DQ\right)e^{-i\lambda_-t}.$$

Relative to the first term, the second falls as $e^{-(\Gamma_--\Gamma_+)t/2}=e^{-Gt}$. A single exponential with rate $\Gamma_+$ remains once $Gt\gg1$. At the main field, direct propagation from $T_0$ tested this: between $40/\Gamma_S$ and $60/\Gamma_S$ the total survival probability decayed at the rate $\Gamma_+$ within a relative tolerance of $10^{-5}$. In strong field $G=\Delta\gamma/R$ becomes small, and the wait grows accordingly.

The separation into two eigenstates would fail if $Q$ vanished. Since $\mathrm{Im}\,Q^2=2\Delta\gamma$, this cannot happen at a real field while $\Delta$ and $\gamma$ are both nonzero. In a hypothetical atom with $\Delta=0$, the poles would coalesce at $2V=\gamma$. Below that field $Q$ would be purely imaginary, the energies would stay equal and the widths would differ; above it the widths would be equal and the energies would split. The formulas with $R>0$ do not cover the first of these regions. Positronium is far from it, with $\gamma/\Delta$ about $0.003$. The full-width formulas were tested against diagonalization of the $4\times4$ spin matrix at strong damping, with $\gamma=1.4\,\Delta$. There the small-damping law overestimates the added width by a factor of about 1.8 at $V=0.5\,\Delta$, although it becomes accurate again in strong field. The numerical output below lists the values at all three fields.

## Computed results

```
fine-structure constant alpha = 0.00729735 (dimensionless)
splitting Delta = 3.106329e-05 hartree
singlet width Gamma_S = 1.942970e-07 hartree
triplet width Gamma_T = 1.744298e-10 hartree
half width difference gamma = 9.706126e-08 hartree
(gamma/Delta)^2 = 9.7633e-06 (dimensionless)
zero-field triplet lifetime = 5.73297e+09 a.u. of time
zero-field triplet lifetime = 138.67 ns
zero-field singlet lifetime = 5.14676e+06 a.u. of time
field B = 1.0e-06 a.u.: x = 0.06438
  width Gamma_plus = 3.74983e-10 hartree
  lifetime = 2.66679e+09 a.u. of time
  line energy f = 3.215873e-08 hartree
  line shift delta = -3.1236e-13 hartree
field B = 4.0e-06 a.u.: x = 0.25754
  width Gamma_plus = 3.24150e-09 hartree
  lifetime = 3.08499e+08 a.u. of time
  line energy f = 5.068041e-07 hartree
  line shift delta = -4.5670e-12 hartree
field B = 2.0e-05 a.u.: x = 1.28769
  width Gamma_plus = 3.77029e-08 hartree
  lifetime = 2.65232e+07 a.u. of time
  line energy f = 9.790885e-06 hartree
  line shift delta = -2.9009e-11 hartree
main field B = 4.0e-06 a.u. = 0.9402 T
main: R = 3.207690e-05 hartree
main: singlet weight w = 1.57997e-02 (dimensionless)
main: lifetime = 7.462 ns
main: Gamma_plus/Gamma_T = 18.583 (dimensionless)
main: small-damping width = 3.24153e-09 hartree
main: its relative error = 8.26e-06
main: line shift = -30.05 kHz
main: relative line shift = -9.011e-06
main: bias of inferred Delta = 2.8906e-10 hartree
main: bias of inferred Delta = 1.902 MHz
main: relative bias of Delta = 9.305e-06
rate-doubling field = 9.32412e-07 a.u.
rate-doubling field = 0.2192 T
largest shift at x = 1.4142, B = 2.1965e-05 a.u.
largest shift = -2.9183e-11 hartree
largest shift = -192.0 kHz
continuum model: separate-channel error = 1.4e-03
continuum model: shared-channel error = 1.2e-03
continuum model: effect of sharing = 0.172
```
